# Why singlet and triplet labels fail in helium 1snl levels

**Q:** I drive transitions into the 1s5d, 1s5f and 1s5g levels of $^4$He and label each level as singlet or triplet. Which of these labels could be wrong?

**A:** Start with what symmetry allows. The nucleus has no spin, so the total electronic angular momentum $J$ is conserved. The core electron carries no orbital angular momentum, so a configuration $1snl$ with $l\geq1$ gives one singlet level, with $J=l$, and three triplet levels, with $J=l-1,\,l,\,l+1$. The singlet can mix only with the triplet of the same $J$. Within one configuration the levels $J=l\pm1$ are therefore pure triplets, whatever the magnetic forces do. The question concerns the two levels with $J=l$, and the answer depends on how their Coulomb splitting compares with the magnetic coupling between them.

**Q:** The Coulomb force does not act on spin. Why does it split them at all?

**A:** Because antisymmetry ties the spin to the orbital part. The singlet has the symmetric orbital function $(|1s\,nl\rangle+|nl\,1s\rangle)/\sqrt2$, the triplet the antisymmetric one. In first order their energies are $E_0+K$ and $E_0-K$, where

$$K=\langle 1s\,nl|\frac{e^2}{4\pi\varepsilon_0r_{12}}|nl\,1s\rangle .$$

Expand $1/r_{12}$ in multipoles $k$, with angular factor $\frac{4\pi}{2k+1}\sum_qY_{kq}^*Y_{kq}$. The $1s$ function contributes $Y_{00}=1/\sqrt{4\pi}$ at each electron, so only $k=l$ survives, and the angular integrals give $\frac{4\pi}{2l+1}\cdot\frac1{4\pi}$. With $\rho=r/a_0$, radial functions in units of $a_0^{-3/2}$ and the hartree $E_h=e^2/(4\pi\varepsilon_0a_0)$,

$$K=\frac{E_h}{2l+1}\iint R_{1s}(\rho_1)R_{nl}(\rho_1)\frac{\rho_<^l}{\rho_>^{l+1}}R_{1s}(\rho_2)R_{nl}(\rho_2)\,\rho_1^2\rho_2^2\,d\rho_1d\rho_2 .$$

I take $R_{1s}=2\cdot2^{3/2}e^{-2\rho}$, the ion's orbital, and for $R_{nl}$ a hydrogen function of charge 1, since the core electron screens one unit.

**Q:** How does this depend on $l$?

**A:** The factor $e^{-2\rho}$ confines the integrand to within a few $a_0$ of the nucleus, so we need $R_{nl}$ at small $\rho$. Put $\rho R_{nl}=C\rho^{l+1}(1+a_1\rho+\dots)$ into

$$u''-\frac{l(l+1)}{\rho^2}u+\frac2\rho u-\frac{u}{n^2}=0 .$$

The terms in $\rho^l$ give $[(l+2)(l+1)-l(l+1)]a_1+2=0$, hence $a_1=-1/(l+1)$. To this order $R_{nl}\approx C\rho^le^{-\rho/(l+1)}$, which is exact for $n=l+1$.

The normalized hydrogen function is

$$R_{nl}=\left[\left(\tfrac2n\right)^{2l+3}\frac{(n-l-1)!}{2n\,(n+l)!}\right]^{1/2}\rho^le^{-\rho/n}L^{2l+1}_{n-l-1}(2\rho/n),$$

and the Laguerre polynomial at zero is $(n+l)!/[(n-l-1)!\,(2l+1)!]$. Hence

$$C^2=\left(\tfrac2n\right)^{2l+3}\frac{(n+l)!}{2n\,(n-l-1)!\,[(2l+1)!]^2}.$$

With $\beta=2+1/(l+1)$, the double integral is twice the region $\rho_1<\rho_2$:

$$2\int_0^\infty\! d\rho\,\rho^{2l+2}e^{-\beta\rho}\int_\rho^\infty\! t\,e^{-\beta t}dt
=2\int_0^\infty\!\rho^{2l+2}e^{-2\beta\rho}\left(\frac\rho\beta+\frac1{\beta^2}\right)d\rho .$$

Its two terms are $(2l+3)$ and $2$ times $(2l+2)!/[\beta^2(2\beta)^{2l+3}]$. Since $R_{1s}^2$ supplies the factor 32,

$$K\approx E_h\,\frac{32\,C^2\,(2l+2)!\,(2l+5)}{(2l+1)\,\beta^2(2\beta)^{2l+3}} .$$

The ratio $(n+l)!/(n-l-1)!=n\prod_{s=1}^{l}(n^2-s^2)$ is at most $n^{2l+1}$, so $C^2\leq2^{2l+2}/(n^3[(2l+1)!]^2)$. The squared factorial then beats the remaining one in the numerator of $K$: $(2l+2)!/[(2l+1)!]^2=(2l+2)/(2l+1)!$. Along $l$, exchange thus falls faster than any power. This is the centrifugal barrier at work: the outer amplitude near the nucleus starts as $\rho^l$.

Numerical quadrature of the full integral gives $2K/h=56\,720$ MHz for 5D, 284.5 MHz for 5F and 0.4405 MHz for 5G. The closed form gives 59 630, 289.8 and 0.4405 MHz. Weighted by the integrand of $K$, the mean radius is 1.91, 2.44 and 2.95 $a_0$, although the mean orbit radii are 34.5, 31.5 and 27.5 $a_0$. The G orbit is on average the smallest of the three, yet it has the weakest exchange.

**Q:** Which magnetic forces compete with this?

**A:** There are three. Let electron 1 be the core electron and electron 2 the outer one, with dimensionless $\mathbf l$ (outer orbit) and spins $\mathbf s_1,\mathbf s_2$, and spin $g$-factor 2.

First, the outer spin moves in the field of the screened charge $+e$. Including the Thomas factor $\frac12$, its energy is $a(r)\,\mathbf l\cdot\mathbf s_2$ with $a(r)=e^2\hbar^2/(8\pi\varepsilon_0m^2c^2r^3)$.

Second, the core spin feels the magnetic field of the orbiting outer charge $-e$. At the centre this field is

$$\mathbf B=-\frac{\mu_0e\hbar}{4\pi mr^3}\,\mathbf l .$$

With the moment $\boldsymbol\mu_1=-(e\hbar/m)\mathbf s_1$, the energy is

$$-\boldsymbol\mu_1\cdot\mathbf B=-\frac{\mu_0e^2\hbar^2}{4\pi m^2r^3}\,\mathbf l\cdot\mathbf s_1=-2a(r)\,\mathbf l\cdot\mathbf s_1,$$

because $\mu_0=1/(\varepsilon_0c^2)$. No Thomas factor enters here: the core electron has zero mean momentum and no orbital angular momentum.

Third, the two moments interact as dipoles, with the same prefactor $2a(r)$. Let $\mathbf n$ be the direction of the outer electron and $A=\langle a(r)\rangle$. Then

$$H_m=A\,\mathbf l\cdot(\mathbf s_2-2\mathbf s_1)+2A\,[\mathbf s_1\cdot\mathbf s_2-3(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)] .$$

This keeps the direct terms for an outer electron outside the core and drops magnetic exchange integrals.

**Q:** How large is $A$?

**A:** We need $\langle\rho^{-3}\rangle$. In a stationary state the mean radial force vanishes, which for $l\geq1$ gives $l(l+1)\langle\rho^{-3}\rangle=\langle\rho^{-2}\rangle$. Next, differentiate the energy $-\frac12(n_r+l+1)^{-2}$ with respect to $l$ at fixed radial quantum number $n_r$. The result, $1/n^3$, must equal the mean derivative of the barrier, $(l+\frac12)\langle\rho^{-2}\rangle$. Therefore

$$A=\frac{\alpha^2E_h}{2}\,\frac{1}{n^3\,l\,(l+\frac12)(l+1)} .$$

With $E_h/h=6.579684\times10^9$ MHz and $\alpha=0.00729735$, the prefactor is $1.752\times10^5$ MHz. For 5F the denominator is $125\cdot3\cdot3.5\cdot4=5250$, so $A/h=33.37$ MHz. The same formula gives 93.43 MHz for 5D and 15.57 MHz for 5G.

**Q:** Which part of $H_m$ joins the singlet to the triplet?

**A:** Write $\mathbf S=\mathbf s_1+\mathbf s_2$ and $\mathbf D=\mathbf s_2-\mathbf s_1$. Then $\mathbf s_1=(\mathbf S-\mathbf D)/2$, $\mathbf s_2=(\mathbf S+\mathbf D)/2$, and

$$\mathbf s_2-2\mathbf s_1=-\tfrac12\mathbf S+\tfrac32\mathbf D .$$

$\mathbf S$ conserves the total spin. The dipole term is symmetric in the two spins, so it does not mix singlet with triplet either. The mixing comes from $\mathbf D$, which changes sign when the spins are exchanged.

To find its strength, let $|0\rangle$ be the singlet spin state. There $\mathbf S|0\rangle=0$, so $\mathbf D|0\rangle=2\mathbf s_2|0\rangle$. Since a single spin has zero mean in the singlet, $\langle0|D_iD_j|0\rangle=\delta_{ij}$. The three states $|t_i\rangle=D_i|0\rangle$ are thus an orthonormal triplet basis. The vector

$$\mathbf l\cdot\mathbf D\,|Y_{lm}\rangle|0\rangle=\sum_i l_i|Y_{lm}\rangle|t_i\rangle$$

has squared norm $\langle l^2\rangle=l(l+1)$. Because $\mathbf l\cdot\mathbf D$ is a scalar, this vector is the triplet state with $J=l$, apart from normalization. With its phase chosen accordingly,

$$v=\tfrac32A\sqrt{l(l+1)} .$$

**Q:** Do the magnetic terms also shift the two levels?

**A:** The singlet is not shifted. Its orbital terms vanish, and its dipole term is $-\frac34-3(-\frac14)=0$.

In the triplet with $J=l$, $\mathbf l\cdot\mathbf S=\frac12[J(J+1)-l(l+1)-2]=-1$, so the term $-\frac12A\,\mathbf l\cdot\mathbf S$ gives $+A/2$. For the dipole term use $S^2=\frac32+2\mathbf s_1\cdot\mathbf s_2$ and $(\mathbf S\cdot\mathbf n)^2=\frac12+2(\mathbf s_1\cdot\mathbf n)(\mathbf s_2\cdot\mathbf n)$. The bracket becomes $\frac12[S^2-3(\mathbf S\cdot\mathbf n)^2]$.

The triplet spin state with $\mathbf S\cdot\mathbf n=0$ is $\sum_in_i|t_i\rangle$. Its amplitude in our $J=l$ state is proportional to $\mathbf n\cdot\mathbf l\,Y_{lm}$, which is zero because $\mathbf l$ is perpendicular to $\mathbf n$. Hence $(\mathbf S\cdot\mathbf n)^2=1$, the bracket is $\frac12(2-3)=-\frac12$, and the dipole shift is $2A(-\frac12)=-A$. The triplet moves by $A/2-A=-A/2$ in total.

**Q:** Now combine the two effects. What is the mixing?

**A:** Let $X$ be the Coulomb splitting, singlet minus triplet; in first order $X=2K$. In the basis (singlet, triplet), with energies measured from the Coulomb mean,

$$H=\begin{pmatrix}X/2&v\\ v&-X/2-A/2\end{pmatrix}.$$

Write the upper state as $\cos\theta\,|\text{singlet}\rangle+\sin\theta\,|\text{triplet}\rangle$ and the lower one as the orthogonal combination. The matrix element between them is $v\cos2\theta-\frac12(X+\frac A2)\sin2\theta$. Setting it to zero gives

$$\tan2\theta=\frac{2v}{X+A/2},\qquad \text{gap}=\sqrt{(X+A/2)^2+4v^2} .$$

The share of the wrong spin in each level is $\sin^2\theta$. A value near 0 means a good label, and $\frac12$ means that the label says nothing.

**Q:** Can I just insert the first-order $2K$?

**A:** No. For F, $X$ and $v$ are comparable, so an error in $X$ changes the angle. For D the angle stays small, but the wrong-spin share varies as $1/X^2$ and would come out too small by a factor of 2.7. Only for G does the error hardly matter. First order keeps both orbitals fixed and leaves out the correlation of the electrons. I therefore computed $X$ by configuration interaction: the nonrelativistic two-electron Hamiltonian is diagonalized in a finite basis. Each angular momentum has seven compact radial functions, powers of $r$ times $e^{-2\rho}$, and six diffuse ones, powers times $e^{-\rho/5}$. At least one electron occupies a compact orbital.

For 5F, let the smaller of the two electrons' angular momenta run up to 0, 1, 2, 3 and 4. Then $X/h$ is 293.2, 153.3, 140.0, 136.3 and 134.9 MHz. Radial correlation alone does not reduce the splitting. The large drop comes when configurations with one electron in a p wave are admitted, which let the directions of the two electrons be correlated beyond what antisymmetry alone imposes. For this the configurations with both electrons in compact orbitals are decisive: they alone give the whole drop, and without them $X$ stays at 293 MHz. The drop thus arises within the range of the compact functions, several $a_0$ from the nucleus. These same configurations also carry about two thirds of the polarization shift common to both levels, so this test does not separate the effect from the polarization of the core. Why this lowers the splitting is not analysed here; it is a result of the calculation.

The final values are 34 370 MHz for 5D, 134.9 MHz for 5F and 0.18 MHz for 5G. The last enlargement of the basis changed them by about 0.5%, 1% and 2%; these changes indicate the convergence in angular momentum but do not bound the error. A different radial basis moves the values by less than 0.1% for D and F and by 0.4% for G. Higher angular momenta lower them further, to roughly 34 200, 133 and 0.177 MHz when extrapolated; this raises the 5F angle by about $0.1^\circ$ and leaves the wrong-spin shares below unchanged at the digits shown. The last digits of 34 370 and 134.9 are kept only for the arithmetic below.

**Q:** Then what are the mixings at $n=5$?

**A:** For 5F, $v/h=1.5\cdot33.37\cdot\sqrt{12}=173.4$ MHz, so

$$\tan2\theta=\frac{346.8}{134.9+16.7}=2.29,\qquad\theta=33.2^\circ,\qquad\sin^2\theta=0.30 .$$

First-order exchange would have given $24.5^\circ$. The three cases are:

| Level | $X/h$ (MHz) | $v/h$ (MHz) | $\theta$ | Wrong-spin share |
|---|---|---|---|---|
| 5D | 34 370 | 343.3 | 0.57° | 0.0001 |
| 5F | 134.9 | 173.4 | 33.2° | 0.30 |
| 5G | 0.18 | 104.5 | 43.9° | 0.48 |

The D label is excellent. The F label is more than weakened, since almost a third of each level has the other spin. The G label is practically empty.

**Q:** How would the F mixing show up in my spectrum?

**A:** Excite from a lower level that is practically a pure singlet. The electric dipole operator does not act on spin, so it reaches only the singlet part of each 5F level with $J=3$. Both levels contain the same singlet function, with weights 0.70 and 0.30. They are separated by the gap, 378 MHz. At room temperature the Doppler width of the 3D–5F line is about 1.45 GHz, so you need a Doppler-free method to resolve them. For a purely singlet lower level you would then see two lines with a strength ratio of about $0.30/0.70=0.43$. The small triplet part of a real lower level, such as 3D, interferes and lowers this ratio by several percent. For 5D the weaker line would have about $10^{-4}$ of the strength of the other.

**Q:** Is it really exchange that decides this, rather than some growth of the magnetic forces?

**A:** The magnetic coupling does not grow; it falls too. At fixed $n$,

$$v\propto\frac{\sqrt{l(l+1)}}{l(l+\frac12)(l+1)}=\frac{1}{(l+\frac12)\sqrt{l(l+1)}},$$

roughly as $l^{-2}$. From 5D to 5F, $v$ falls by a factor of 2.0 and $X$ by 255. From 5F to 5G the factors are 1.7 and about 740 (about 750 with the extrapolated splittings). If 5F kept its own magnetic terms but had the exchange splitting of 5D, its wrong-spin share would be only $2.5\times10^{-5}$.

**Q:** When exchange is gone, why is the mixing not exactly half and half?

**A:** Because the magnetic terms themselves separate the two basis states by $A/2$. With $X=0$,

$$\tan2\theta=\frac{3A\sqrt{l(l+1)}}{A/2}=6\sqrt{l(l+1)} .$$

This gives $43.93^\circ$ for G, so the computed 5G angle has essentially reached its magnetic limit, and the remaining uncertainty of $X$ hardly matters there. For large $l$, $\cos2\theta\approx1/(6l)$ and the wrong-spin share is $\frac12-\frac1{12l}$: it approaches one half without reaching it.

**Q:** Is there a better label for such levels?

**A:** At large $l$, the angular momentum $j=l\pm\frac12$ of the outer electron serves well. States of definite $j$ diagonalize $\mathbf l\cdot\mathbf s_2=\frac12\mathbf l\cdot(\mathbf S+\mathbf D)$. In our basis this has diagonal elements $0$ and $-\frac12$ and off-diagonal element $\frac12\sqrt{l(l+1)}$, so its mixing angle obeys $\tan2\theta_j=2\sqrt{l(l+1)}$. For large $l$, $2\theta_j$ lies $1/(2l)$ below a right angle and $2\theta$ lies $1/(6l)$ below it. The two angles $\theta$ differ by $1/(6l)$, and each true level deviates from a state of definite $j$ by a probability of only about $1/(36l^2)$. The label is approximate, because the core spin is coupled both to the orbit and, through the dipole term, to the outer spin.

**Q:** Does going to higher $n$ rescue the F label?

**A:** Partly. The coupling $v$ scales as $n^{-3}$. For exchange, use $(n+l)!/(n-l-1)!=n\prod_{s=1}^{l}(n^2-s^2)$ in $C^2$:

$$C^2=\frac{2^{2l+2}}{[(2l+1)!]^2}\,\frac1{n^3}\prod_{s=1}^{l}\left(1-\frac{s^2}{n^2}\right).$$

The product rises towards 1 as $n$ grows, so exchange gains on the magnetic coupling. For 4F, 5F and 6F the configuration interaction gives $X/h=160$, 135 and 97 MHz, angles of $37.1^\circ$, $33.2^\circ$ and $31.0^\circ$, and wrong-spin shares of 0.36, 0.30 and 0.27. The 4F and 6F values use the same basis, whose diffuse functions are tuned to $n=5$. A larger basis, with angular momenta up to 6, gives 159, 134 and 96 MHz and raises the angles by up to $0.1^\circ$.

For very large $n$, the outer function near the core becomes the zero-energy one, $n^{3/2}R_{nl}\to\sqrt{2/\rho}\,J_{2l+1}(\sqrt{8\rho})$, with $J$ a Bessel function. Indeed, dropping $u/n^2$ from the radial equation and writing $u=\sqrt\rho\,f(x)$, $x=\sqrt{8\rho}$, gives Bessel's equation of order $2l+1$ for $f$; since $J_{2l+1}(x)\approx(x/2)^{2l+1}/(2l+1)!$ at small $x$, the factor $\sqrt2$ reproduces $n^{3/2}C\to2^{l+1}/(2l+1)!$. Quadrature with it gives first-order angles of $0.29^\circ$ for D, $16.1^\circ$ for F and $43.6^\circ$ for G. For F the correlated $X$ is 0.475, 0.474 and 0.473 times $2K$ at $n=4$, 5 and 6; the third digit is not converged, and the larger basis gives 0.47 for all three. Carrying the last ratio to the limit gives an estimate of $26^\circ$ and a share of 0.19. So F levels remain visibly mixed along the series, while D stays clean and G stays almost fully mixed.

**Q:** What could change these numbers?

**A:** The magnetic terms assume an outer electron outside the core. Weighting $r^{-3}$ by the fraction of the core charge beyond $r$ measures that error in the two orbital terms, $\mathbf l\cdot\mathbf s_2$ and $\mathbf l\cdot\mathbf s_1$: 0.8% of $\langle r^{-3}\rangle$ for 5D and less than 0.01% for 5F and 5G. The dipole term has an additional local part inside the core charge, which this measure does not include; that term does not mix singlet with triplet. I have also left out the magnetic exchange integrals, whose size I have not estimated, nuclear motion, the anomalous spin moment and other radiative effects, mixing with other $n$, and the influence of correlation on $A$. A nucleus with spin, as in $^3$He, or an external field would break the conservation of electronic $J$. The triplets with $J=l\pm1$ would then in general no longer be protected, and the two-level treatment would have to be enlarged.
